# Exact Two-Component Decoupling: Fixed-Point, Newton and Direct Solutions of the Riccati Equation: verification in Python

```python
"""Exact decoupling of the one-electron Dirac matrix after the free-particle
Foldy-Wouthuysen rotation.  Result under test: the matrix R that solves
    F(R) = h21 + h22 R - R h11 - R h12 R = 0
is found by fixed-point iteration (local rate = spectral radius rho of the
linearised map), by Newton iteration (quadratic), and by diagonalisation.
Symbols: Z nuclear charge, c speed of light, p momentum eigenvalues in the
basis, e = sqrt(1+p^2/c^2), V potential between upper functions, W potential
between normalised lower functions, hij blocks of the rotated Dirac matrix,
w11 and w22 potential parts of h11 and h22.  Hartree atomic units.
System: s1/2 states, point nucleus, kinetically balanced Gaussians."""
import time
from types import SimpleNamespace
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh, solve_sylvester

c = 1.0 / constants.fine_structure
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
norm = np.linalg.norm
mp.mp.dps = 40
FIRST, RATIO = "0.05", "2.2"
STEP_TOL = 1e-9


def integrals(a, b):
    """Radial overlap, p^2, -1/r, and sigma.p(-1/r)sigma.p for s Gaussians."""
    s = a + b
    root_pi = mp.sqrt(mp.pi)
    return (root_pi / (4 * s**mp.mpf(1.5)),
            3 * a * b * root_pi / (2 * s**mp.mpf(2.5)),
            -1 / (2 * s), -2 * a * b / s**2)


def momentum_basis(n):
    """Matrices at Z = 1 in the basis where p^2 is diagonal."""
    z = [mp.mpf(FIRST) * mp.mpf(RATIO)**k for k in range(n)]
    S, P, V, W = (mp.matrix(n, n) for _ in range(4))
    for i in range(n):
        for j in range(n):
            S[i, j], P[i, j], V[i, j], W[i, j] = integrals(z[i], z[j])
    Li = mp.inverse(mp.cholesky(S))
    values, Q = mp.eigsy(Li * P * Li.T)
    C = Li.T * Q
    p = np.array([float(mp.sqrt(values[i])) for i in range(n)])
    Vp = np.array((C.T * V * C).tolist(), dtype=float)
    Wp = np.array((C.T * W * C).tolist(), dtype=float)
    return p, (Vp + Vp.T) / 2, (Wp + Wp.T) / 2 / np.outer(p, p)


def build(Z, basis):
    """Dirac matrix and its rotated blocks, exponents scaled by Z^2."""
    p, V, W = Z * basis[0], Z**2 * basis[1], Z**2 * basis[2]
    n = len(p)
    e = np.sqrt(1 + (p / c)**2)
    A = np.sqrt((e + 1) / (2 * e))
    B = (p / c) / np.sqrt(2 * e * (e + 1))
    w11 = np.outer(A, A) * V + np.outer(B, B) * W
    w22 = np.outer(B, B) * V + np.outer(A, A) * W
    h21 = np.outer(A, B) * W - np.outer(B, A) * V
    h11 = np.diag(p**2 / (e + 1)) + w11
    h22 = np.diag(-c**2 * (e + 1)) + w22
    cp = np.diag(c * p)
    dirac = np.block([[V, cp], [cp, W - 2 * c**2 * np.eye(n)]])
    U0 = np.block([[np.diag(A), -np.diag(B)], [np.diag(B), np.diag(A)]])
    return SimpleNamespace(n=n, p=p, e=e, w11=w11, w22=w22, h11=h11,
                           h22=h22, h21=h21, h12=h21.T, dirac=dirac, U0=U0,
                           gap=c**2 * (e[:, None] + e[None, :]))


def residual(s, R):
    return s.h21 + s.h22 @ R - R @ (s.h11 + s.h12 @ R)


def fixed_map(s, R):
    return (s.h21 + s.w22 @ R - R @ (s.w11 + s.h12 @ R)) / s.gap


def fixed_point(s, limit=3000):
    history = [np.zeros((s.n, s.n))]
    for _ in range(limit):
        history.append(fixed_map(s, history[-1]))
        step = norm(history[-1] - history[-2])
        if step < STEP_TOL:
            return history, True
        if not step < 1e6:
            break
    return history, False


def newton(s, limit=30):
    history = [np.zeros((s.n, s.n))]
    for _ in range(limit):
        R = history[-1]
        D = solve_sylvester(s.h22 - R @ s.h12, -(s.h11 + s.h12 @ R),
                            -residual(s, R))
        history.append(R + D)
        if norm(D) < STEP_TOL:
            return history, True
    return history, False


def direct(s):
    """Eigenvalues of the unrotated Dirac matrix and R from eigenvectors."""
    values, vectors = np.linalg.eigh(s.dirac)
    upper = s.U0.T @ vectors[:, s.n:]
    R = np.linalg.solve(upper[:s.n].T, upper[s.n:].T).T
    return values, R


def projected_levels(s, R):
    """Levels of the Dirac matrix projected on the columns (1; R)."""
    G = s.h11 + s.h12 @ R + R.T @ s.h21 + R.T @ s.h22 @ R
    return eigh((G + G.T) / 2, np.eye(s.n) + R.T @ R, eigvals_only=True)


def leading_mode(s, R):
    """Largest-modulus eigenvalue and mode of the linearised fixed map."""
    one = np.eye(s.n)
    J = (np.kron(s.w22 - R @ s.h12, one)
         - np.kron(one, (s.w11 + s.h12 @ R).T)) / s.gap.reshape(-1, 1)
    values, vectors = np.linalg.eig(J)
    k = np.argmax(abs(values))
    D = vectors[:, k].reshape(s.n, s.n)
    return values[k], D / norm(D)


def best_time(function, s, repeats=15):
    times = []
    for _ in range(repeats):
        start = time.perf_counter()
        function(s)
        times.append(time.perf_counter() - start)
    return 1e3 * min(times)


# Radial integrals against quadrature of their definitions.
a, b = 0.7, 1.9
ga, gb = (lambda r: np.exp(-a * r * r)), (lambda r: np.exp(-b * r * r))
da, db = (lambda r: -2 * a * r * ga(r)), (lambda r: -2 * b * r * gb(r))
by_quadrature = [quad(f, 0, 12, epsabs=1e-12)[0] for f in (
    lambda r: ga(r) * gb(r) * r**2, lambda r: da(r) * db(r) * r**2,
    lambda r: -ga(r) * gb(r) * r, lambda r: -da(r) * db(r) * r)]
by_formula = [float(x) for x in integrals(mp.mpf(a), mp.mpf(b))]
assert np.allclose(by_quadrature, by_formula, rtol=1e-8, atol=1e-10)

basis = momentum_basis(24)
rows, kept = [], None
for Z in (20, 40, 65, 80, 100, 120):
    s = build(Z, basis)
    n = s.n
    blocks = np.block([[s.h11, s.h12], [s.h21, s.h22]])
    assert norm(s.U0.T @ s.dirac @ s.U0 - blocks) < 1e-11 * norm(blocks)

    levels, R_exact = direct(s)
    assert levels[n - 1] < -c**2 < levels[n]      # the two branches separate
    E = levels[n]
    sommerfeld = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
    if Z <= 80:
        assert abs(E / sommerfeld - 1) < 1e-4

    # The leading linear mode must be multiplied by mu in the full map.
    mu, D = leading_mode(s, R_exact)
    rho, delta = abs(mu), 1e-5
    moved = fixed_map(s, R_exact + delta * D) - fixed_map(s, R_exact)
    assert norm(moved / delta - mu * D) < 1e-3 * max(rho, 0.1)

    fp, fp_ok = fixed_point(s)
    if rho < 0.95:
        assert fp_ok and norm(fp[-1] - R_exact) < 1e-6
    if rho > 1.05:
        assert not fp_ok
    observed = norm(fp[-1] - fp[-2]) / norm(fp[-2] - fp[-3])

    nt, nt_ok = newton(s)
    assert nt_ok and norm(nt[-1] - R_exact) < 1e-8
    step = nt[1] - nt[0]
    assert (norm(residual(s, nt[1]) + step @ s.h12 @ step)
            < 1e-8 * norm(s.h12))
    nt_err = [norm(R - R_exact) for R in nt]
    for before, after in zip(nt_err, nt_err[1:]):
        if after > 1e-9:                          # above the rounding floor
            assert after < 2 * before**2

    # Decoupled Hamiltonian: Hermitian, with the upper Dirac spectrum.
    R = nt[-1]
    m, Q = np.linalg.eigh(np.eye(n) + R.T @ R)
    h_plus = ((Q * np.sqrt(m)) @ Q.T @ (s.h11 + s.h12 @ R)
              @ (Q / np.sqrt(m)) @ Q.T)
    assert norm(h_plus - h_plus.T) < 1e-8 * norm(h_plus)
    decoupled = np.linalg.eigvalsh((h_plus + h_plus.T) / 2)
    assert np.allclose(decoupled, levels[n:], rtol=1e-8, atol=1e-4)

    rows.append((Z, rho, observed, len(fp) - 1, fp_ok, len(nt) - 1,
                 norm(R_exact, 2), E, sommerfeld))
    if Z == 65:
        kept = (s, R_exact, E, sommerfeld, fp, nt, nt_err, mu, decoupled[0])

s, R_exact, E, sommerfeld, fp, nt, nt_err, mu, E_plus = kept
fp_err = [norm(R - R_exact) for R in fp]
fp_energy = [projected_levels(s, R)[0] - E for R in fp]
nt_energy = [projected_levels(s, R)[0] - E for R in nt]
assert max(fp_energy + nt_energy) < 1e-5          # never above, to rounding

# Order of the energy error when R is scaled away from the solution.
def skew_energy(R):
    return np.linalg.eigvals(s.h11 + s.h12 @ R).real.min()

scales = (0.03, 0.003)
herm = [abs(projected_levels(s, (1 + d) * R_exact)[0] - E) for d in scales]
skew = [abs(skew_energy((1 + d) * R_exact) - E) for d in scales]
order_herm = np.log10(herm[0] / herm[1])
order_skew = np.log10(skew[0] / skew[1])
assert abs(order_herm - 2) < 0.1 and abs(order_skew - 1) < 0.1

short = build(65, momentum_basis(16))
R_short = direct(short)[1]
rho_short = abs(leading_mode(short, R_short)[0])
fp_short, short_ok = fixed_point(short)

print(f"speed of light c = {c:.6f} a.u.")
print(f"basis: {s.n} Gaussians, ratio {RATIO}, first {FIRST} Z^2 bohr^-2")
print(f"stop when Frobenius norm of step < {STEP_TOL:.0e}")
print("Worked example: hydrogen-like Tb, Z = 65, 1s level")
print(f"smallest, largest p = {s.p[0]:.3f}, {s.p[-1]:.4e} a.u.")
print(f"largest e = {s.e[-1]:.2f} (dimensionless)")
print(f"E direct diagonalisation = {E:.6f} hartree")
print(f"E decoupled, Newton R    = {E_plus:.6f} hartree")
print(f"E Sommerfeld             = {sommerfeld:.6f} hartree")
print(f"E direct in eV           = {E * hartree_ev:.2f} eV")
print(f"E nonrelativistic -Z^2/2 = {-65**2 / 2:.1f} hartree")
print(f"leading eigenvalue mu = {mu.real:.5f} {mu.imag:+.5f}i")
print("fixed point: k, error of R, energy error/hartree")
for k in range(min(10, len(fp))):
    print(f"  {k:2d}  {fp_err[k]:.3e}  {fp_energy[k]:+.3e}")
print("Newton: k, error of R, energy error/hartree")
for k in range(min(7, len(nt))):
    print(f"  {k:2d}  {nt_err[k]:.3e}  {nt_energy[k]:+.3e}")
print(f"energy-error order, projected H: {order_herm:.3f}")
print(f"energy-error order, skew M:      {order_skew:.3f}")
print(f"time fixed point = {best_time(fixed_point, s):.2f} ms")
print(f"time Newton      = {best_time(newton, s):.2f} ms")
print(f"time direct      = {best_time(direct, s):.2f} ms")
print(f"{short.n} Gaussians, Z=65: rho = {rho_short:.4f}, "
      f"steps = {len(fp_short) - 1}, converged = {short_ok}")
print("Scan: Z, rho, rho*c/Z, last ratio, FP steps, converged, Newton")
for Z, rho, obs, n_fp, ok, n_nt, size, en, som in rows:
    print(f"  {Z:3d} {rho:.4f} {rho * c / Z:.4f} {obs:.4f} {n_fp:4d} {ok} {n_nt}")
print("Scan: Z, 2-norm of R, E direct, E Sommerfeld (hartree)")
for Z, rho, obs, n_fp, ok, n_nt, size, en, som in rows:
    print(f"  {Z:3d} {size:.5f} {en:.5f} {som:.5f}")
print("done: every assertion held")
```

It prints:

```
speed of light c = 137.035999 a.u.
basis: 24 Gaussians, ratio 2.2, first 0.05 Z^2 bohr^-2
stop when Frobenius norm of step < 1e-09
Worked example: hydrogen-like Tb, Z = 65, 1s level
smallest, largest p = 21.601, 3.5984e+05 a.u.
largest e = 2625.88 (dimensionless)
E direct diagonalisation = -2246.923906 hartree
E decoupled, Newton R    = -2246.923906 hartree
E Sommerfeld             = -2246.924216 hartree
E direct in eV           = -61141.91 eV
E nonrelativistic -Z^2/2 = -2112.5 hartree
leading eigenvalue mu = -0.49275 +0.00000i
fixed point: k, error of R, energy error/hartree
   0  1.310e-01  -5.603e+01
   1  1.430e-02  -5.820e-01
   2  3.773e-03  -8.616e-02
   3  1.049e-03  -1.044e-02
   4  3.685e-04  -2.034e-03
   5  1.274e-04  -3.764e-04
   6  4.997e-05  -8.122e-05
   7  1.905e-05  -1.707e-05
   8  7.935e-06  -3.830e-06
   9  3.201e-06  -8.446e-07
Newton: k, error of R, energy error/hartree
   0  1.310e-01  -5.603e+01
   1  1.082e-03  -2.615e-03
   2  1.451e-07  +3.638e-12
   3  2.148e-13  +2.346e-10
   4  2.149e-13  +2.810e-10
energy-error order, projected H: 2.000
energy-error order, skew M:      1.000
time fixed point = 0.58 ms
time Newton      = 2.62 ms
time direct      = 0.39 ms
16 Gaussians, Z=65: rho = 0.4239, steps = 18, converged = True
Scan: Z, rho, rho*c/Z, last ratio, FP steps, converged, Newton
   20 0.1430 0.9798 0.1251    9 True 3
   40 0.2945 1.0090 0.2708   13 True 4
   65 0.4928 1.0388 0.4708   21 True 4
   80 0.6163 1.0557 0.5965   29 True 4
  100 0.7877 1.0795 0.7735   56 True 4
  120 0.9698 1.1074 0.9676  374 True 5
Scan: Z, 2-norm of R, E direct, E Sommerfeld (hartree)
   20 0.02547 -201.07651 -201.07652
   40 0.05217 -817.80742 -817.80750
   65 0.08729 -2246.92391 -2246.92422
   80 0.10983 -3532.19064 -3532.19209
  100 0.14277 -5939.16597 -5939.19519
  120 0.18173 -9708.99966 -9710.78279
done: every assertion held
```
